# The Ziegler–Rauk–Baerends Sum Rule for Two Open-Shell Orbitals, part 2

The problem is to find the energy of an open-shell singlet, a sum of two determinants, from single-determinant energies. One electron occupies each of two orthonormal spatial orbitals \(a\) and \(b\), outside a closed-shell core \(|C\rangle\) with two electrons in each orbital \(i\). Hartree atomic units are used, with \(\hbar=1\). The operators \(a^\dagger_\sigma\) and \(b^\dagger_\sigma\) create an electron with spin \(\sigma=\uparrow,\downarrow\), and any two creation operators anticommute. The determinants are

\[
|D_1\rangle=a^\dagger_\uparrow b^\dagger_\downarrow|C\rangle,\qquad
|D_2\rangle=b^\dagger_\uparrow a^\dagger_\downarrow|C\rangle,\qquad
|T_1\rangle=a^\dagger_\uparrow b^\dagger_\uparrow|C\rangle .
\]

\(E({\rm mixed})\) and \(E({\rm triplet})\) are the expectation values of \(\hat H\) in \(D_1\) and \(T_1\), and \(E({\rm singlet})\) is that in \(\Psi_S\), where

\[
|\Psi_S\rangle=\frac{|D_1\rangle+|D_2\rangle}{\sqrt2},\qquad
|T_0\rangle=\frac{|D_1\rangle-|D_2\rangle}{\sqrt2}
\]

are the singlet and the triplet with spin projection \(M=0\). Hence \(|D_1\rangle=(|\Psi_S\rangle+|T_0\rangle)/\sqrt2\).

**Theorem (the sum rule).** If \(\hat H\) contains no spin operators and all states are built from the same spatial orbitals, then

\[
\langle \hat S^2\rangle_{\rm mixed}=1 ,
\]

\[
E({\rm singlet})=2E({\rm mixed})-E({\rm triplet}).
\]

Its proof showed that \(\hat H\) does not couple singlets to triplets and that \(T_0\) and \(T_1\) have equal energies.

**Lemma 1.** \(\hat S_+|C\rangle=\hat S_-|C\rangle=0\), and the spin raising and lowering operators \(\hat S_\pm\) act on the open shells as if the core were absent. The argument is that \(\hat S_\pm\) gives zero on any pair of opposite spins sharing one spatial orbital.

In the integrals, \(h_{pq}\) is a matrix element of the kinetic energy plus the nuclear attraction, and

\[
(pq|rs)=\iint \frac{p^*(\mathbf r_1)q(\mathbf r_1)\,r^*(\mathbf r_2)s(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1d^3r_2 .
\]

The proof that follows is of this statement.

### Proposition 1: the splitting is twice an exchange integral

**Claim.** With \(J_{ab}=(aa|bb)\) and \(K_{ab}=(ab|ba)\),

\[
E({\rm mixed})-E({\rm triplet})=K_{ab},\qquad
E({\rm singlet})-E({\rm triplet})=2K_{ab},\qquad K_{ab}\ge0 .
\]

**Proof.** In the energy of a single determinant, each pair of electrons contributes a Coulomb integral. A pair with parallel spins also contributes minus an exchange integral, because exchanging the two electrons then restores the same determinant with the opposite sign.

An open-shell electron in \(a\) meets two electrons in each core orbital \(i\), one of them with parallel spin. Whatever its own spin, its energy in the field of the nuclei and the core is

\[
\varepsilon_a=h_{aa}+\sum_i\left[2(aa|ii)-(ai|ia)\right],
\]

and likewise for \(b\). Let \(E_C\) be the energy of the core, including the nuclear repulsion. The two determinants differ only in the interaction between the open-shell electrons:

\[
E({\rm mixed})=E_C+\varepsilon_a+\varepsilon_b+J_{ab},
\]

\[
E({\rm triplet})=E_C+\varepsilon_a+\varepsilon_b+J_{ab}-K_{ab}.
\]

Subtraction gives the first claim. The sum rule gives \(E({\rm singlet})-E({\rm triplet})=2[E({\rm mixed})-E({\rm triplet})]\), which is the second.

For the sign, set \(\rho(\mathbf r)=a^*(\mathbf r)b(\mathbf r)\). Then \(K_{ab}\) is the Coulomb interaction of \(\rho\) with \(\rho^*\). Inserting

\[
\frac1{|\mathbf r_1-\mathbf r_2|}=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,e^{i\mathbf k\cdot(\mathbf r_1-\mathbf r_2)}
\]

gives

\[
K_{ab}=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\left|\int\rho(\mathbf r)e^{i\mathbf k\cdot\mathbf r}d^3r\right|^2\ge0 .\qquad\square
\]

**Physical meaning.** Leave out the core. The spatial parts of the singlet and triplet are

\[
\frac{a(\mathbf r_1)b(\mathbf r_2)\pm b(\mathbf r_1)a(\mathbf r_2)}{\sqrt2},
\]

with the plus sign for the singlet. The triplet function vanishes at \(\mathbf r_1=\mathbf r_2\), so its electrons avoid each other. Squaring and averaging \(1/|\mathbf r_1-\mathbf r_2|\) gives \(\tfrac12(J_{ab}+J_{ab}\pm2K_{ab})=J_{ab}\pm K_{ab}\), where \(\pm K_{ab}\) is the interference term. The mixed determinant is an equal mixture in which the interference cancels, which leaves \(J_{ab}\). It therefore lies midway between the two states and shows half of their splitting.

If \(a\) and \(b\) occupy separate regions of space, \(\rho\) vanishes everywhere and \(K_{ab}=0\). Singlet, triplet and mixed determinant then have the same energy, although \(\langle\hat S^2\rangle\) of the mixed determinant is still 1.

### Example: methylene

Take CH\(_2\) with a chosen C–H distance of 1.08 Å and a chosen angle of 130°, in the cc-pVDZ basis. The orbitals come from a restricted open-shell Hartree–Fock calculation on the triplet. Orbital \(a\) is symmetric with respect to the molecular plane, and \(b\) is the p-type orbital perpendicular to it. The Hartree–Fock energy expression gives

\[
E({\rm triplet})=-38.92181,\qquad E({\rm mixed})=-38.88010\ \text{hartree}.
\]

The sum rule then yields

\[
E({\rm singlet})=2(-38.88010)-(-38.92181)=-38.83839\ \text{hartree}.
\]

The numerical check also builds \(\hat H\) as an explicit matrix in the space of the five occupied orbitals and takes its expectation value in \(\Psi_S\). The result is again \(-38.83839\) hartree. This route uses neither the sum rule nor the determinant energy expression.

The exchange integral, computed separately, is \(K_{ab}=0.04171\) hartree. It equals \(E({\rm mixed})-E({\rm triplet})\), and the full splitting is

\[
2K_{ab}=0.08342\ \text{hartree}=2.27\ \text{eV}.
\]

Reading the mixed determinant as the singlet would have given half of this.

This splitting is not an exact excitation energy. The basis is finite: the value stays 2.27 eV in cc-pVTZ and becomes 2.24 eV in aug-cc-pVDZ. Each state is a single configuration, so electron correlation beyond it is missing. The orbitals were also optimized for the triplet. Reoptimizing them for this singlet configuration could lower \(E({\rm singlet})\) but not raise it, so within this model the splitting between separately optimized states is at most the value above. The effect is not small: in cc-pVDZ the reoptimized singlet lies 1.85 eV above the triplet.

### Proposition 2: which singlet the rule describes

The two orbitals also admit the closed-shell singlets \(|aa\rangle=a^\dagger_\uparrow a^\dagger_\downarrow|C\rangle\) and \(|bb\rangle=b^\dagger_\uparrow b^\dagger_\downarrow|C\rangle\). Spin does not forbid their coupling to \(\Psi_S\), but spatial symmetry may.

In methylene, reflection in the molecular plane leaves \(a\) unchanged and reverses the sign of \(b\). The state \(\Psi_S\) contains \(b\) once and is odd. The closed shells contain it zero or two times and are even. Since \(\hat H\) is unchanged by the reflection, the coupling vanishes, and the computed value is zero to the printed six decimals. Here \(\Psi_S\) is an eigenstate within the space of two electrons in two orbitals.

**Claim.** For orbitals rotated into each other,

\[
a'=\cos\theta\,a+\sin\theta\,b,\qquad b'=\cos\theta\,b-\sin\theta\,a ,
\]

the triplet determinant is unchanged, while the open-shell singlet becomes

\[
|\Psi_S'\rangle=\cos2\theta\,|\Psi_S\rangle+\sin2\theta\,\frac{|bb\rangle-|aa\rangle}{\sqrt2}.
\]

**Proof.** Write \(c=\cos\theta\) and \(s=\sin\theta\). For parallel spins the terms with a doubly filled spin orbital vanish:

\[
a'^\dagger_\uparrow b'^\dagger_\uparrow=c^2a^\dagger_\uparrow b^\dagger_\uparrow-s^2b^\dagger_\uparrow a^\dagger_\uparrow
=(c^2+s^2)\,a^\dagger_\uparrow b^\dagger_\uparrow=a^\dagger_\uparrow b^\dagger_\uparrow .
\]

For opposite spins, acting on the core,

\[
a'^\dagger_\uparrow b'^\dagger_\downarrow|C\rangle=c^2|D_1\rangle-cs|aa\rangle+cs|bb\rangle-s^2|D_2\rangle,
\]

\[
b'^\dagger_\uparrow a'^\dagger_\downarrow|C\rangle=c^2|D_2\rangle+cs|bb\rangle-cs|aa\rangle-s^2|D_1\rangle .
\]

Their sum is \((c^2-s^2)(|D_1\rangle+|D_2\rangle)+2cs(|bb\rangle-|aa\rangle)\). Dividing by \(\sqrt2\) and using \(c^2-s^2=\cos2\theta\) and \(2cs=\sin2\theta\) gives the claim. \(\square\)

The rotated orbitals are still orthonormal, so the theorem still holds, but for the state \(\Psi_S'\). At \(\theta=30^\circ\) in methylene, \(E({\rm triplet})\) is unchanged and \(E({\rm mixed})\) becomes \(-38.883955\) hartree. The rule gives

\[
2(-38.883955)-(-38.921807)=-38.846103\ \text{hartree},
\]

which agrees with the matrix result \(-38.846102\) up to the rounding of the inputs. This lies 0.0077 hartree below the unrotated singlet. The reason is that \(\Psi_S'\) has weight \(\sin^2 60^\circ=\tfrac34\) in the closed-shell combination. With no coupling between the two parts, that combination must lie \(0.0077/0.75=0.010\) hartree below \(\Psi_S\).

The rotated singlet couples to \(|a'a'\rangle\) with a matrix element of 0.0320 hartree, so it is not an eigenstate even within the two-orbital space. If no symmetry separates the open-shell singlet from the closed shells, the rule gives the energy of one configuration. The singlet eigenvalues then in general require a diagonalization that includes \(|aa\rangle\) and \(|bb\rangle\).

### Proposition 3: overlapping orbitals

In an unrestricted calculation the down-spin electron may occupy an orbital that is not orthogonal to \(a\). Keep the core closed and let this orbital be

\[
\tilde b=\sqrt{1-s^2}\,b+s\,a ,
\]

where \(s\), now and below, is its real overlap with \(a\). Let \(\tilde D=a^\dagger_\uparrow\tilde b^\dagger_\downarrow|C\rangle\), with energy \(\tilde E\).

**Claim.** \(\langle\hat S^2\rangle=1-s^2\), and the normalized singlet part of \(\tilde D\) has the energy

\[
\tilde E_S=\frac{2\tilde E-\langle\hat S^2\rangle E({\rm triplet})}{2-\langle\hat S^2\rangle}.
\]

**Proof.** Expanding \(\tilde b\) and splitting \(D_1\) into its spin parts gives

\[
|\tilde D\rangle=\sqrt{1-s^2}\,|D_1\rangle+s|aa\rangle
=\sqrt{\tfrac{1-s^2}{2}}\,|T_0\rangle+\left[\sqrt{\tfrac{1-s^2}{2}}\,|\Psi_S\rangle+s|aa\rangle\right].
\]

The closed shell \(|aa\rangle\) is a singlet by the argument of Lemma 1, so the bracket is the singlet part. The triplet weight is \(w=(1-s^2)/2\). Since a triplet has \(\hat S^2=2\) and a singlet has zero, \(\langle\hat S^2\rangle=2w=1-s^2\). The Hamiltonian does not couple the two parts, hence

\[
\tilde E=w\,E({\rm triplet})+(1-w)\tilde E_S .
\]

Multiplying by 2, inserting \(2w=\langle\hat S^2\rangle\) and solving for \(\tilde E_S\) gives the claim. \(\square\)

At \(s=0\) the formula returns the sum rule. At \(s=1\) the determinant is the closed shell \(|aa\rangle\), \(\langle\hat S^2\rangle=0\), and the formula gives \(\tilde E_S=\tilde E\), as it must. For \(s\neq0\) the plain sum rule is in error unless \(\tilde E_S\) happens to equal \(E({\rm triplet})\). Substituting \(2\tilde E=\langle\hat S^2\rangle E({\rm triplet})+(2-\langle\hat S^2\rangle)\tilde E_S\) gives

\[
\left[2\tilde E-E({\rm triplet})\right]-\tilde E_S=\left(1-\langle\hat S^2\rangle\right)\left[\tilde E_S-E({\rm triplet})\right]
=s^2\left[\tilde E_S-E({\rm triplet})\right].
\]

For methylene with \(s=0.30\), \(\langle\hat S^2\rangle=0.91\) and \(\tilde E=-38.877762\) hartree. The general formula gives

\[
\tilde E_S=\frac{2(-38.877762)-0.91(-38.921807)}{1.09}=-38.84099\ \text{hartree},
\]

in agreement with the singlet part projected out in the matrix calculation. The plain rule gives \(-38.83372\) hartree, which is too high by 0.0073 hartree relative to \(\tilde E_S\). The error formula gives the same amount, \(0.09\times0.0808=0.0073\) hartree.

A value of \(\langle\hat S^2\rangle\) below 1 can thus signal overlap of the open-shell orbitals. If the core orbitals of the two spins also span different spaces, Lemma 1 fails and this formula is no longer justified.

### The rule with approximate density functionals

For wavefunction expectation values the sum rule is an identity. With an approximate spin-density functional it becomes a prescription: evaluate the functional for \(D_1\) and \(T_1\), and define the singlet energy by the rule. The reason for using determinants is visible in the spin densities.

**Proposition 4.** \(\Psi_S\) and \(T_0\) have identical spin densities,

\[
n_\uparrow=n_\downarrow=\tfrac12\left(n_C+|a|^2+|b|^2\right),
\]

where \(n_C\) is the core density.

**Proof.** The density operator moves at most one electron. \(D_1\) and \(D_2\) differ in two spin orbitals, so it has no matrix element between them, and the sign that distinguishes \(\Psi_S\) from \(T_0\) drops out. What remains is the average over \(D_1\) and \(D_2\). In this average each open orbital holds half an up electron and half a down electron. \(\square\)

A functional of the spin densities therefore assigns one energy to both states and cannot produce their splitting. It also need not respect the degeneracy of \(T_0\) with \(T_1\), whose spin densities are different.

The Hartree–Fock expression shows how such half-filled spin orbitals go wrong. With \(J_{aa}=(aa|aa)\) and \(J_{bb}=(bb|bb)\), the Coulomb energy of the open-shell density is \(\tfrac12(J_{aa}+J_{bb})+J_{ab}\). In a determinant, exchange removes the self-repulsion \(\tfrac12(J_{aa}+J_{bb})\) completely. With half occupations, each spin contributes \(-\tfrac12\cdot\tfrac14(J_{aa}+J_{bb}+2K_{ab})\), and the two spins together give \(-\tfrac14(J_{aa}+J_{bb})-\tfrac12K_{ab}\). The total is

\[
J_{ab}+\tfrac14(J_{aa}+J_{bb})-\tfrac12K_{ab},
\]

which exceeds the triplet value \(J_{ab}-K_{ab}\) by the positive amount \(\tfrac14(J_{aa}+J_{bb})+\tfrac12K_{ab}\). It matches the singlet value \(J_{ab}+K_{ab}\) only in the accidental case \(J_{aa}+J_{bb}=6K_{ab}\). Half of the self-repulsion is left over.

For methylene with the PBE functional and PBE triplet orbitals,

\[
E({\rm triplet})=-39.08723,\qquad E({\rm mixed})=-39.06394\ \text{hartree}.
\]

The difference is 0.0233 hartree. Doubling it gives the splitting

\[
E({\rm singlet})-E({\rm triplet})=0.0466\ \text{hartree}=1.27\ \text{eV},
\]

and \(E({\rm singlet})=-39.0407\) hartree. Evaluated instead on the spin densities shared by \(\Psi_S\) and \(T_0\), PBE gives \(-39.0257\) hartree. As an energy for \(T_0\) this is wrong by 0.0616 hartree relative to the PBE energy of \(T_1\), an error larger than the PBE splitting of 0.0466 hartree. These PBE numbers depend on the basis: the splitting is 1.24 eV in cc-pVTZ and 1.22 eV in aug-cc-pVDZ, and the error for \(T_0\) is about 0.060 hartree in both.

\(D_1\) and \(T_1\) have the same orbitals and the same total density. Their kinetic, nuclear-attraction and Coulomb energies are therefore equal, and the PBE splitting is twice the difference of their exchange–correlation energies. In the Hartree–Fock expression this difference is \(K_{ab}\). In PBE it is whatever the functional assigns to the two sets of spin densities, and nothing derived above ties it to \(K_{ab}\). The two splittings, 2.27 and 1.27 eV, also rest on different orbitals, but this accounts for only part of their difference: \(2K_{ab}\) on the PBE orbitals is 2.07 eV, and the PBE splitting on the Hartree–Fock orbitals is 1.37 eV. These calculations do not decide which is closer to the true excitation energy. For wavefunction expectation values the sum rule removes the triplet admixture of the mixed determinant exactly. With a functional it imitates this step by prescription, and the result still depends on the functional used.

## Calculated quantities

```
CH2, cc-pVDZ, triplet restricted open-shell orbitals
C-H distance: 1.08 angstrom
H-C-H angle: 130.0 degrees
-- spin --
<S^2> mixed determinant: 1.000000
<S^2> singlet combination: 0.000000
<S^2> M=0 triplet combination: 2.000000
-- Hartree-Fock energy expression --
E(triplet): -38.921807 hartree
E(mixed): -38.880099 hartree
E(singlet) from sum rule: -38.838390 hartree
E(singlet) from Fock-space matrix: -38.838390 hartree
E(M=0 triplet) from Fock-space matrix: -38.921807 hartree
J_ab: 0.504473 hartree
K_ab: 0.041709 hartree
E(mixed)-E(triplet): 0.041709 hartree
E(singlet)-E(triplet): 0.083418 hartree
E(singlet)-E(triplet): 2.270 eV
largest singlet/closed-shell coupling: 0.000000 hartree
-- orbitals a, b rotated into each other --
rotation angle: 30.0 degrees
E(triplet), rotated: -38.921807 hartree
E(mixed), rotated: -38.883955 hartree
E(singlet) from sum rule, rotated: -38.846102 hartree
E(singlet) from matrix, rotated: -38.846102 hartree
singlet/closed-shell coupling, rotated: 0.032038 hartree
-- down-spin orbital overlapping a --
overlap s: 0.30
<S^2>: 0.910000
E(mixed), overlapping: -38.877762 hartree
E(singlet part) from matrix: -38.840991 hartree
E(singlet part) from general formula: -38.840991 hartree
plain 2E(mixed)-E(triplet): -38.833717 hartree
-- PBE, own triplet orbitals --
PBE E(triplet): -39.08723 hartree
PBE E(mixed): -39.06394 hartree
PBE E(singlet) from sum rule: -39.04066 hartree
PBE E(mixed)-E(triplet): 0.02329 hartree
PBE E(singlet)-E(triplet): 0.04657 hartree
PBE E(singlet)-E(triplet): 1.267 eV
PBE energy of shared spin densities: -39.02567 hartree
shared-density energy minus E(triplet): 0.06156 hartree
```
